# Characters of Wigner rotation matrices and the triangle rule: test program

```python
"""
Result under test (hbar = 1):
  D^j(alpha,beta,gamma) = exp(-i alpha Jz) exp(-i beta Jy) exp(-i gamma Jz)
  Tr D^j = sin((2j+1) omega/2) / sin(omega/2),
  cos(omega/2) = cos(beta/2) cos((alpha+gamma)/2), 0 <= omega <= 2 pi.
Character orthogonality on SU(2) then gives the triangle rule for j1 x j2.
j, j1, j2: spins; omega: SU(2) class angle; alpha, beta, gamma: Euler angles.
The coupling example is H = A J1.J2 with dimensionless spins and A in eV.
"""
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad


def spin_matrices(j):
    size = int(round(2 * j)) + 1
    m = j - np.arange(size)
    raising = np.zeros((size, size), dtype=complex)
    for k in range(1, size):
        raising[k - 1, k] = np.sqrt(j * (j + 1) - m[k] * (m[k] + 1))
    lowering = raising.conj().T
    jx = (raising + lowering) / 2
    jy = (raising - lowering) / 2j
    return jx, jy, np.diag(m).astype(complex)


def rotation(j, alpha, beta, gamma):
    jx, jy, jz = spin_matrices(j)
    return expm(-1j * alpha * jz) @ expm(-1j * beta * jy) @ expm(-1j * gamma * jz)


def class_angle(alpha, beta, gamma):
    c = np.cos(beta / 2) * np.cos((alpha + gamma) / 2)
    return 2 * np.arccos(np.clip(c, -1, 1))


def character(j, omega):
    return np.sin((2 * j + 1) * omega / 2) / np.sin(omega / 2)


def rotation_from_su2(j, u):
    """Read angle and axis from a 2 x 2 matrix, then exponentiate in spin j."""
    omega = 2 * np.arccos(np.clip(np.trace(u).real / 2, -1, 1))
    axis = [(1j * np.trace(2 * s @ u) / 2).real / np.sin(omega / 2)
            for s in spin_matrices(0.5)]
    generator = sum(n * s for n, s in zip(axis, spin_matrices(j)))
    return expm(-1j * omega * generator)


def coupled_operators(j1, j2):
    first, second = spin_matrices(j1), spin_matrices(j2)
    e1, e2 = np.eye(len(first[0])), np.eye(len(second[0]))
    dot = sum(np.kron(a, b) for a, b in zip(first, second))
    total = [np.kron(a, e2) + np.kron(e1, b) for a, b in zip(first, second)]
    return dot, sum(t @ t for t in total)


def counted_spins(j1, j2):
    """Multiplicities from diagonalizing the total spin squared."""
    eigenvalues = np.linalg.eigvalsh(coupled_operators(j1, j2)[1])
    twice_j = np.rint(np.sqrt(1 + 4 * np.maximum(eigenvalues, 0)) - 1).astype(int)
    return {int(t): np.count_nonzero(twice_j == t) / (t + 1)
            for t in np.unique(twice_j)}


def multiplicity(j1, j2, j, upper=2 * np.pi):
    def integrand(w):
        return (np.sin(w / 2) ** 2 * character(j1, w)
                * character(j2, w) * character(j, w))
    norm = quad(lambda w: np.sin(w / 2) ** 2, 0, upper)[0]
    return quad(integrand, 0, upper, epsabs=1e-11)[0] / norm


def sphere_point(u):
    return np.array([u[0, 0].real, u[0, 0].imag, u[1, 0].real, u[1, 0].imag])


def volume_density(chart, q):
    """Square root of the Gram determinant of a map into four dimensions."""
    h = 1e-5
    columns = []
    for k in range(3):
        step = np.zeros(3)
        step[k] = h
        columns.append((sphere_point(chart(q + step))
                        - sphere_point(chart(q - step))) / (2 * h))
    jac = np.array(columns).T
    return np.sqrt(np.linalg.det(jac.T @ jac))


def euler_chart(q):
    return rotation(0.5, *q)


def axis_chart(q):
    omega, theta, phi = q
    n = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi), np.cos(theta))
    return expm(-1j * omega * sum(a * s for a, s in zip(n, spin_matrices(0.5))))


rng = np.random.default_rng(7)

# Traces, axis-angle form, group multiplication and product decomposition.
trace_error = axis_error = group_error = product_error = 0.0
for _ in range(12):
    a = rng.uniform([0, 0.1, 0], [2 * np.pi, 3.0, 4 * np.pi])
    b = rng.uniform([0, 0.1, 0], [2 * np.pi, 3.0, 4 * np.pi])
    ua, ub = rotation(0.5, *a), rotation(0.5, *b)
    w = class_angle(*a)
    matrices = {}
    traces = {}
    for t in range(9):
        j = t / 2
        da, db = rotation(j, *a), rotation(j, *b)
        matrices[t] = da
        traces[t] = np.trace(da)
        trace_error = max(trace_error, abs(traces[t] - character(j, w)))
        axis_error = max(axis_error, np.abs(da - rotation_from_su2(j, ua)).max())
        group_error = max(group_error,
                          np.abs(da @ db - rotation_from_su2(j, ua @ ub)).max())
    for t1 in range(5):
        for t2 in range(5):
            kron_trace = np.trace(np.kron(matrices[t1], matrices[t2]))
            series = sum(traces[t] for t in range(abs(t1 - t2), t1 + t2 + 1, 2))
            product_error = max(product_error, abs(kron_trace - series))
assert trace_error < 1e-9
assert axis_error < 1e-9
assert group_error < 1e-9
assert product_error < 1e-9

# Endpoint values from matrices at the identity and at a full turn.
for t in range(9):
    j = t / 2
    assert abs(np.trace(rotation(j, 0, 0, 0)) - (t + 1)) < 1e-10
    assert abs(np.trace(rotation(j, 0, 0, 2 * np.pi)) - (-1) ** t * (t + 1)) < 1e-10
    assert abs(character(j, 1e-5) - (t + 1)) < 1e-7
    assert abs(character(j, 2 * np.pi - 1e-5) - (-1) ** t * (t + 1)) < 1e-7

# Invariant volume from the geometry of the unit sphere.
for _ in range(8):
    q = rng.uniform([0.2, 0.2, 0.2], [6.0, 2.9, 6.0])
    assert abs(volume_density(euler_chart, q) - np.sin(q[1]) / 8) < 1e-8
    expected = np.sin(q[0] / 2) ** 2 * np.sin(q[1]) / 2
    assert abs(volume_density(axis_chart, q) - expected) < 1e-8

# Euler quadrature. Traces depend on alpha and gamma only through their sum.
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)
betas = np.arccos(x_nodes)
sums = 4 * np.pi * np.arange(40) / 40


def euler_average(values):
    return np.sum(x_weights[:, None] * values) / (2 * len(sums))


half_trace = np.cos(betas / 2)[:, None] * np.cos(sums / 2)[None, :]
class_average = quad(lambda w: np.sin(w / 2) ** 2
                     * np.exp(0.7 * np.cos(w / 2)) / np.pi, 0, 2 * np.pi)[0]
assert abs(euler_average(np.exp(0.7 * half_trace)) - class_average) < 1e-10

trace_grid = {}
for t in range(10):
    jy = spin_matrices(t / 2)[1]
    m = t / 2 - np.arange(t + 1)
    diagonals = np.array([np.diag(expm(-1j * beta * jy)) for beta in betas])
    trace_grid[t] = diagonals @ np.exp(-1j * np.outer(m, sums))

orthogonality_error = 0.0
for t in range(10):
    for s in range(10):
        overlap = euler_average(trace_grid[t].conj() * trace_grid[s])
        orthogonality_error = max(orthogonality_error, abs(overlap - int(t == s)))
assert orthogonality_error < 1e-9

# Triangle rule: group integral, diagonalization and inequality.
triangle_error = 0.0
cases = 0
for t1 in range(5):
    for t2 in range(5):
        counted = counted_spins(t1 / 2, t2 / 2)
        for t in range(10):
            integral = euler_average(trace_grid[t1] * trace_grid[t2]
                                     * trace_grid[t].conj())
            allowed = abs(t1 - t2) <= t <= t1 + t2 and (t1 + t2 + t) % 2 == 0
            triangle_error = max(triangle_error, abs(integral - counted.get(t, 0)))
            assert abs(counted.get(t, 0) - int(allowed)) < 1e-10
            cases += 1
assert triangle_error < 1e-9

# An integral over only half of the class-angle range is not a multiplicity.
half_range = multiplicity(0.5, 0.5, 0.5, np.pi)
full_range = multiplicity(0.5, 0.5, 0.5)
assert abs(half_range - 64 / (15 * np.pi)) < 1e-9
assert abs(full_range) < 1e-9

# Worked example.
j1, j2, coupling = 1.0, 1.5, 0.010
degrees = np.array([40.0, 70.0, 100.0])
angles = np.radians(degrees)
omega = class_angle(*angles)
shifted = angles + np.array([0, 0, 2 * np.pi])
omega_shifted = class_angle(*shifted)
d1, d2 = rotation(j1, *angles), rotation(j2, *angles)
chi1, chi2 = np.trace(d1).real, np.trace(d2).real
chi1_shifted = np.trace(rotation(j1, *shifted)).real
chi2_shifted = np.trace(rotation(j2, *shifted)).real
assert abs(chi1_shifted - chi1) < 1e-10
assert abs(chi2_shifted + chi2) < 1e-10
assert abs(chi2_shifted - character(j2, omega_shifted)) < 1e-10

example_n = {t: multiplicity(j1, j2, t / 2) for t in range(8)}
for t, value in example_n.items():
    assert abs(value - counted_spins(j1, j2).get(t, 0)) < 1e-9
selected = [t for t in example_n if round(example_n[t]) == 1]
component_characters = {t: np.trace(rotation(t / 2, *angles)).real for t in selected}
component_sum = sum(component_characters.values())
assert abs(component_sum - chi1 * chi2) < 1e-9

hamiltonian = coupling * coupled_operators(j1, j2)[0]
joint_rotation = np.kron(d1, d2)
commutator = hamiltonian @ joint_rotation - joint_rotation @ hamiltonian
assert np.abs(commutator).max() < 1e-12
energies = np.linalg.eigvalsh(hamiltonian)
predicted = []
levels = []
for t in selected:
    j = t / 2
    energy = coupling / 2 * (j * (j + 1) - j1 * (j1 + 1) - j2 * (j2 + 1))
    predicted += [energy] * (t + 1)
    members = energies[np.abs(energies - energy) < 1e-10]
    assert len(members) == t + 1
    levels.append((j, members.mean(), len(members)))
assert len(predicted) == len(energies)
assert np.allclose(np.sort(predicted), energies, atol=1e-12, rtol=0)

print("Euler angles alpha, beta, gamma:", *degrees, "degree")
print(f"cos(omega/2): {np.cos(omega / 2):.6f} (dimensionless)")
print(f"class angle omega: {np.degrees(omega):.4f} degree")
print(f"j1, j2: {j1:.1f}, {j2:.1f} (dimensionless)")
print(f"character of j1 from matrix trace: {chi1:.6f} (dimensionless)")
print(f"character of j2 from matrix trace: {chi2:.6f} (dimensionless)")
print(f"product of characters: {chi1 * chi2:.6f} (dimensionless)")
for t in selected:
    print(f"character of j = {t / 2:.1f}: {component_characters[t]:.6f} (dimensionless)")
print(f"sum of component characters: {component_sum:.6f} (dimensionless)")
print(f"omega after adding 360 degree to gamma: {np.degrees(omega_shifted):.4f} degree")
print(f"j1 character after that shift: {chi1_shifted:.6f} (dimensionless)")
print(f"j2 character after that shift: {chi2_shifted:.6f} (dimensionless)")
for t, value in example_n.items():
    print(f"multiplicity integral for j = {t / 2:.1f}: {abs(value):.6f} (absolute value)")
print(f"three spins 1/2, half-range integral: {half_range:.6f} (dimensionless)")
print(f"three spins 1/2, full-range integral: {abs(full_range):.6f} (absolute value)")
print(f"coupling A: {coupling:.3f} eV")
for j, energy, degeneracy in levels:
    print(f"level j = {j:.1f}: energy {energy:.6f} eV, degeneracy {degeneracy}")
print(f"number of product states: {len(energies)}")
print(f"triangle-rule cases tested: {cases}")
print(f"largest trace-formula error: {trace_error:.1e} (dimensionless)")
print(f"largest orthogonality error: {orthogonality_error:.1e} (dimensionless)")
print(f"largest triangle-integral error: {triangle_error:.1e} (dimensionless)")
print("finished without a failed check")
```

It prints:

```
Euler angles alpha, beta, gamma: 40.0 70.0 100.0 degree
cos(omega/2): 0.280166 (dimensionless)
class angle omega: 147.4597 degree
j1, j2: 1.0, 1.5 (dimensionless)
character of j1 from matrix trace: -0.686027 (dimensionless)
character of j2 from matrix trace: -0.944737 (dimensionless)
product of characters: 0.648115 (dimensionless)
character of j = 0.5: 0.560333 (dimensionless)
character of j = 1.5: -0.944737 (dimensionless)
character of j = 2.5: 1.032518 (dimensionless)
sum of component characters: 0.648115 (dimensionless)
omega after adding 360 degree to gamma: 212.5403 degree
j1 character after that shift: -0.686027 (dimensionless)
j2 character after that shift: 0.944737 (dimensionless)
multiplicity integral for j = 0.0: 0.000000 (absolute value)
multiplicity integral for j = 0.5: 1.000000 (absolute value)
multiplicity integral for j = 1.0: 0.000000 (absolute value)
multiplicity integral for j = 1.5: 1.000000 (absolute value)
multiplicity integral for j = 2.0: 0.000000 (absolute value)
multiplicity integral for j = 2.5: 1.000000 (absolute value)
multiplicity integral for j = 3.0: 0.000000 (absolute value)
multiplicity integral for j = 3.5: 0.000000 (absolute value)
three spins 1/2, half-range integral: 1.358122 (dimensionless)
three spins 1/2, full-range integral: 0.000000 (absolute value)
coupling A: 0.010 eV
level j = 0.5: energy -0.025000 eV, degeneracy 2
level j = 1.5: energy -0.010000 eV, degeneracy 4
level j = 2.5: energy 0.015000 eV, degeneracy 6
number of product states: 12
triangle-rule cases tested: 250
largest trace-formula error: 1.2e-14 (dimensionless)
largest orthogonality error: 8.9e-16 (dimensionless)
largest triangle-integral error: 2.7e-15 (dimensionless)
finished without a failed check
```
